\section*{Initial surface chemical potential around a circular hole under uniaxial tension}

\section*{Problem}

A large elastic plate contains a circular hole of radius $a$ and carries a remote uniaxial tension $\sigma$. Polar coordinates $(r,\theta)$ are centred on the hole, with $\theta$ measured from the load axis. The plate is in plane stress, its in-plane elasticity is isotropic with Young modulus $E$ and Poisson ratio $\nu$, and the rim is free of traction. The surface energy $\gamma$ is isotropic, surface stress is neglected, and the hole walls are straight through the thickness. Atoms have volume $\Omega$.

\begin{enumerate}
\item[(a)] Verify that the Airy function
\begin{equation}
\phi=\frac{\sigma}{4}\left[r^2-2a^2\ln r-\left(r^2-2a^2+\frac{a^4}{r^2}\right)\cos2\theta\right]
\label{airy}
\end{equation}
solves the problem, and find the hoop stress at the rim.
\item[(b)] Find the chemical potential of surface atoms in terms of the rim stress and the curvature.
\item[(c)] Show that, while the hole is circular, this potential varies only through the second and fourth angular harmonics. Find their amplitudes.
\item[(d)] Extend the result to two perpendicular remote tensions.
\item[(e)] Find the first-order change in the elastic part when the rim becomes $r=a(1+\varepsilon\cos2\theta)$, $|\varepsilon|\ll1$.
\item[(f)] Evaluate the result for a (111) platinum membrane with $\sigma=80$ MPa and $a=50\ \mu$m, and estimate what the model neglects.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The Kirsch hoop stress}

Without body forces, the stresses
\begin{equation}
\sigma_{rr}=\frac{\phi_r}{r}+\frac{\phi_{\theta\theta}}{r^2},\qquad
\sigma_{\theta\theta}=\phi_{rr},\qquad
\sigma_{r\theta}=-\partial_r\!\left(\frac{\phi_\theta}{r}\right)
\label{stressdef}
\end{equation}
satisfy equilibrium, and compatibility requires $\nabla^2\nabla^2\phi=0$. Here $\nabla^2r^2=4$ and $\nabla^2\ln r=0$. The functions $r^2\cos2\theta$ and $r^{-2}\cos2\theta$ are harmonic, while $\nabla^2\cos2\theta=-4r^{-2}\cos2\theta$, which is itself harmonic. Every term is therefore biharmonic.

Differentiating (\ref{airy}),
\begin{align}
\frac{\phi_r}{r}&=\frac{\sigma}{4}\left[2-\frac{2a^2}{r^2}-\left(2-\frac{2a^4}{r^4}\right)\cos2\theta\right],\\
\frac{\phi_{\theta\theta}}{r^2}&=\sigma\left(1-\frac{2a^2}{r^2}+\frac{a^4}{r^4}\right)\cos2\theta,
\end{align}
so that
\begin{align}
\sigma_{rr}&=\frac{\sigma}{2}\left(1-\frac{a^2}{r^2}\right)+\frac{\sigma}{2}\left(1-\frac{4a^2}{r^2}+\frac{3a^4}{r^4}\right)\cos2\theta,\\
\sigma_{\theta\theta}&=\frac{\sigma}{2}\left(1+\frac{a^2}{r^2}\right)-\frac{\sigma}{2}\left(1+\frac{3a^4}{r^4}\right)\cos2\theta,\label{hoopfield}\\
\sigma_{r\theta}&=-\frac{\sigma}{2}\left(1+\frac{2a^2}{r^2}-\frac{3a^4}{r^4}\right)\sin2\theta.
\end{align}
As $r\to\infty$ these become $\sigma\cos^2\theta$, $\sigma\sin^2\theta$ and $-\sigma\sin\theta\cos\theta$, the polar components of uniaxial tension. At $r=a$ both $\sigma_{rr}$ and $\sigma_{r\theta}$ vanish.

Because the plate has a hole, the displacement must also return to its value after one circuit. The $\cos2\theta$ strains integrate to periodic displacements. For the axisymmetric part, Hooke's law gives
\begin{equation}
u_r=r\varepsilon_{\theta\theta}=\frac{\sigma}{2E}\left[(1-\nu)r+(1+\nu)\frac{a^2}{r}\right],
\end{equation}
whose radial derivative is the axisymmetric $\varepsilon_{rr}$, as required, with no rotational mismatch. Setting $r=a$ in (\ref{hoopfield}),
\begin{equation}
\sigma_{\theta\theta}(a,\theta)=\sigma(1-2\cos2\theta).
\label{kirsch}
\end{equation}
The rim carries $3\sigma$ at $\theta=90^\circ$ and a compression $-\sigma$ at $\theta=0$.

\subsection*{(b) The surface chemical potential}

Let $\mu$ be the energy change per atom added to the solid at fixed remote load. Add a thin layer of thickness $\delta n(\theta)$, coherent with the solid beneath it; negative $\delta n$ means removal. Per unit plate thickness, the potential energy is the strain energy minus the work of the remote tractions.

Use the old displacement, continued smoothly into the layer, as a trial field for the new body. It raises the potential energy by $\oint w\,\delta n\,ds$ to first order, where $w$ is the strain energy density at the rim. The old rim had no traction, so the trial field leaves a traction of order $\delta n$ on the new rim. The correcting displacement is also of order $\delta n$, and it lowers the energy only at order $\delta n^2$. Hence the elastic cost per added volume is $+w$.

The rim stress is purely hoop stress, with strain $\sigma_{\theta\theta}/E$ along the rim. In plane stress no other stress component does work, so
\begin{equation}
w=\frac{\sigma_{\theta\theta}^2}{2E}.
\label{w}
\end{equation}
For an isotropic solid in plane strain, $\sigma_{zz}=\nu\sigma_{\theta\theta}$. The hoop strain is then $(\sigma_{\theta\theta}-\nu\sigma_{zz})/E=(1-\nu^2)\sigma_{\theta\theta}/E$, and $E$ is replaced by $E/(1-\nu^2)$.

For the surface energy, the new rim is $r=a-\delta n$. Its length is $\oint\sqrt{r^2+r'^2}\,d\theta$, and $r'^2$ is of second order, so the first-order change is $-\oint\delta n\,d\theta=-(1/a)\oint\delta n\,ds$. The surface energy of the wall changes by $-\gamma/a$ per added volume: filling a hole shortens its rim. Together,
\begin{equation}
\mu(\theta)=\mu_{\rm ref}+\Omega\left(\frac{\sigma_{\theta\theta}^2}{2E}-\frac{\gamma}{a}\right),
\label{mu}
\end{equation}
where $\mu_{\rm ref}$ belongs to a straight edge of the same plate without stress. It includes the cost of extending the two faces: a plate of thickness $h$ gains face area $2/h$ per added volume, which contributes $2\Omega\gamma/h$ at every $\theta$.

\subsection*{(c) The angular harmonics}

Insert (\ref{kirsch}) into (\ref{w}) and use $\cos^2 2\theta=(1+\cos4\theta)/2$:
\begin{align}
(1-2\cos2\theta)^2&=1-4\cos2\theta+4\cos^22\theta\nonumber\\
&=3-4\cos2\theta+2\cos4\theta.
\end{align}
Therefore
\begin{equation}
\boxed{\mu(\theta)=\mu_{\rm ref}-\frac{\Omega\gamma}{a}+\frac{\Omega\sigma^2}{2E}\left(3-4\cos2\theta+2\cos4\theta\right).}
\label{result}
\end{equation}
The curvature term is constant on a circle, so the variation contains the second and fourth harmonics and no others. The second comes from the product of the mean hoop stress with its $\cos2\theta$ part. The fourth comes from the square of that part.

The derivative of $(1-2\cos2\theta)^2$ is $8\sin2\theta\,(1-2\cos2\theta)$. In the first quadrant the stationary points lie at $0^\circ$, $30^\circ$ and $90^\circ$, where the elastic part is 1, 0 and 9 in units of $\Omega\sigma^2/2E$. The compressed point at $0^\circ$ is a local maximum, because the energy depends on the square of the stress. The minimum is where the hoop stress changes sign.

Equation (\ref{result}) was tested by minimizing the potential energy of a finite circular plate numerically, without using (\ref{kirsch}). For an outer radius $R=200a$, the rim energy has harmonics $3.0005$, $-4.0005$ and $2.0004$ in units of $\sigma^2/2E$; the sixth, eighth and tenth vanish to the four decimals printed. The elastic term in (\ref{mu}) was tested separately, by changing the hole shape and differentiating the total energy. At $R=50a$ this gives $3.007$, $-4.008$, $2.006$ and $0.000$ for harmonics 0, 2, 4 and 6, which confirms both the sign and the size of $w$.

\subsection*{(d) Two remote tensions}

Let $\sigma_1$ act along $\theta=0$ and $\sigma_2$ along $\theta=90^\circ$. For the second load, $\theta$ in (\ref{kirsch}) is replaced by $\theta-90^\circ$, which reverses the sign of $\cos2\theta$. Linear superposition gives
\begin{equation}
\sigma_{\theta\theta}=P-2D\cos2\theta,\qquad P=\sigma_1+\sigma_2,\quad D=\sigma_1-\sigma_2,
\end{equation}
and hence
\begin{equation}
w=\frac{1}{2E}\left[P^2+2D^2-4PD\cos2\theta+2D^2\cos4\theta\right].
\end{equation}
The uniaxial case is $P=D=\sigma$. Under equal tensions $D=0$, and the potential is uniform. Under pure shear, $\sigma_2=-\sigma_1$, the mean hoop stress $P$ vanishes and the only angular variation left is the fourth harmonic.

\subsection*{(e) A slightly distorted hole}

Set $a=\sigma=1$ for this part, and write $c_n=\cos n\theta$ and $H=1-2c_2$. Let the stress be the Kirsch field plus $\varepsilon s_{ij}$. The normal to the new rim is $\mathbf e_r+2\varepsilon\sin2\theta\,\mathbf e_\theta$ to first order. At the old rim, equilibrium gives $\partial_r\sigma_{rr}=H$ and $\partial_r\sigma_{r\theta}=-H'$. Zero traction on the new rim then requires
\begin{align}
s_{rr}&=-c_2H=1-c_2+c_4,\\
s_{r\theta}&=c_2H'-2\sin2\theta\,H=(c_2H)'=-2\sin2\theta+4\sin4\theta.
\end{align}

For $n\ge2$, the Airy function whose stresses decay at infinity is $(Ar^{-n}+Br^{2-n})c_n$. If its rim tractions are $s_{rr}=pc_n$ and $s_{r\theta}=q\sin n\theta$, then (\ref{stressdef}) gives
\begin{align}
p&=-n(n+1)A-(n+2)(n-1)B,\\
q&=-n(n+1)A-n(n-1)B.
\end{align}
Subtraction gives $p-q=-2(n-1)B$. The hoop amplitude is
\begin{align}
n(n+1)A+(n-2)(n-1)B&=-p-4(n-1)B\nonumber\\
&=-p+2(p-q)=p-2q.
\end{align}
For $n=2$, $p=-1$ and $q=-2$ give $3$. For $n=4$, $p=1$ and $q=4$ give $-7$. The axisymmetric part follows from $\ln r$, for which $s_{\theta\theta}=-s_{rr}=-1$.

The Kirsch hoop stress must also be evaluated at the displaced rim. From (\ref{hoopfield}), $\partial_r\sigma_{\theta\theta}=-1+6c_2$ at $r=1$, which adds $c_2(-1+6c_2)=3-c_2+3c_4$. Turning the tangent changes the hoop stress only at second order, since the shear stress is already of first order. The hoop stress becomes
\begin{equation}
1-2c_2+\varepsilon(2+2c_2-4c_4).
\end{equation}
The first-order change of its square is
\begin{equation}
2\varepsilon(1-2c_2)(2+2c_2-4c_4)=\varepsilon(4c_2-12c_4+8c_6),
\label{sixth}
\end{equation}
in units of $\sigma^2/2E$. A sixth harmonic thus appears at first order, with slope 8; the numerical minimization gives $8.00$. The two-harmonic form (\ref{result}) belongs to the circular hole and is lost once this distortion has begun.

\subsection*{(f) A platinum membrane}

The example is a free-standing, single-crystal-like (111) platinum film at 700 K. All inputs are rough; digits beyond the second are kept only so that the arithmetic can be followed. The thickness is $h=2\ \mu$m, the surface energy is $2.3$ J/m$^2$, and the room-temperature elastic constants are $C_{11}=347$, $C_{12}=251$ and $C_{44}=76.5$ GPa.

Platinum is elastically anisotropic, but the in-plane compliance of its (111) plane is not. In-plane tension does produce an out-of-plane shear strain, 0.34 of the axial strain in engineering measure, but this does no work in plane stress. An in-plane fourth-rank tensor contains angular harmonics 0, 2 and 4, and threefold symmetry allows only multiples of three, which leaves the constant. To find the modulus, take a unit vector $\mathbf d$ in this plane. Squaring $\sum_i d_i=0$ gives $\sum_{i<j}d_id_j=-1/2$, and squaring again gives $\sum_{i<j}d_i^2d_j^2=1/4$, so $\sum_i d_i^4=1/2$. With cubic compliances $S_{ij}$,
\begin{align}
\frac1E&=\frac{S_{11}+S_{12}}{2}+\frac{S_{44}}{4}\nonumber\\
&=\frac16\left[\frac{2}{C_{11}+2C_{12}}+\frac{1}{C_{11}-C_{12}}\right]+\frac{1}{4C_{44}},
\end{align}
which gives $E=185$ GPa, against 136 GPa along [100].

The energy scale is
\begin{equation}
\frac{\sigma^2}{2E}=\frac{(80\ {\rm MPa})^2}{2\times185.3\ {\rm GPa}}=17.3\ {\rm kPa}.
\end{equation}
With $\Omega=(0.392\ {\rm nm})^3/4=0.01506$ nm$^3$, this is $1.62\ \mu$eV per atom. The second harmonic is $-4\times1.62=-6.5\ \mu$eV and the fourth is $+3.2\ \mu$eV. The elastic part has mean $4.9\ \mu$eV; it is $1.6$, $0$ and $14.6\ \mu$eV at $0^\circ$, $30^\circ$ and $90^\circ$. The uniform curvature term is $-4.3\ \mu$eV. The full range is only $2.4\times10^{-4}$ of $k_BT$.

\paragraph{Surface-energy anisotropy.} Let the rim be $r=a+\rho(\theta)$. Its normal points along $\theta-\rho'/a$, so the first-order change in surface energy is $\oint(\gamma\rho-\gamma'\rho')\,d\theta=\oint(\gamma+\gamma'')\rho\,d\theta$ after integration by parts. Hence $\gamma$ in (\ref{mu}) becomes $\gamma+\gamma''$. For $\gamma(1+\delta\cos6\theta)$, this adds
\begin{equation}
\Delta\mu=\frac{35\,\delta\,\Omega\gamma}{a}\cos6\theta .
\end{equation}
An assumed $\delta=1\%$ gives $1.5\ \mu$eV, or 0.23 of the second harmonic's size. With the other parameters fixed, the two are equal at $a\approx12\ \mu$m, and the sixth harmonic is the larger for smaller holes. This form places a maximum of $\gamma$ along the load axis; turning the crystal by $30^\circ$ reverses the sign. It is also a smooth toy form, stable only for $\delta<1/35$. Harmonic $n$ of $\gamma$ is weighted by $n^2-1$, so cusps at facet orientations matter more: a nearest-neighbour broken-bond $\gamma$ (a zero-temperature model) gives sixth and twelfth harmonics of size $2.3$ and $8.7\ \mu$eV that do not decay with $n$. If the wall facets, anisotropy can exceed the elastic second harmonic even at $a=50\ \mu$m.

\paragraph{Finite size and stress.} If uniaxial traction acts on a circular outer edge at $R=500\ \mu$m, the harmonics become $3.19$, $-4.21$ and $2.17$ in units of $\sigma^2/2E$. Relative to the infinite plate, these are increases of about 6, 5 and 8\%. Raising the radial order of the numerical basis from 16 to 22 changes them by about $10^{-14}$. On the hole wall, a surface stress $f=2.5$ N/m would contribute an energy density of order $f(\sigma/E)/a$, which is $2f/(\sigma a)\approx10^{-3}$ of $\sigma^2/2E$; to first order in $f$, the mean shifts by $-2f/(\sigma a)$ and the second harmonic by $-4f/(\sigma a)\approx-2.5\times10^{-3}$ in these units. The two faces, with the same $f$, carry a force $2f$ per unit width, equivalent to a stress $2f/h=2.5$ MPa in every in-plane direction. This is already counted if $\sigma$ denotes the total remote force per unit width divided by $h$. If $\sigma$ is instead the stress inside the film alone, the faces raise $P$ in part (d), and with it the second harmonic, by about 6\%. This scales with $f$, and the assumed value is probably low for Pt(111) faces; $f=5.6$ N/m would give 14\%. The peak stress of 240 MPa is 0.80 of an assumed yield stress of 300 MPa, but that value is optimistic for this film. The Schmid factor for in-plane directions is at least 0.41, so the resolved shear stress is about 98 MPa at the peak and 33 MPa far from the hole. A dislocation source limited only by the thickness needs roughly $Gb\ln(h/b)/2\pi h\approx12$ MPa (with $G\approx64$ GPa and $b=0.277$ nm). A free-standing, single-crystal-like film at 700 K may therefore yield, and the numbers above hold only for a film hardened enough to stay elastic; otherwise they must be rescaled as $\sigma^2$ to a lower load. Creep is not included, and the film is assumed to stay flat where the rim is compressed. Elastic softening at 700 K would raise all elastic terms in proportion to $1/E$.

\paragraph{Choice of dimensions and edge shape.} The thickness and hole radius were chosen to satisfy $h/a=0.04\ll1$ and to keep the assumed smooth anisotropy term below the second harmonic. For a hole of radius $1\ \mu$m in a suitably thinner film, with $\sigma$, $E$, $\gamma$ and $\delta$ unchanged, the assumed anisotropy term would be about 12 times the second harmonic. The face-area term $2\Omega\gamma/h$ contained in $\mu_{\rm ref}$ is about $220\ \mu$eV for the $2\ \mu$m film, far more than the elastic range. In a film of uniform thickness it adds no angular harmonic, but it favours retraction of the whole rim. Straight walls are a further idealization. A semicircular edge profile has curvature $2/h$, and the same term then appears as a curvature term. Equation (\ref{result}) therefore gives the initial angular drive due to stress, and does not predict the membrane's lifetime. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
TESTS (energy harmonics in units of sigma^2/2E)
largest hoop-stress error / sigma, R/a=200: 2.3e-04
rim energy harmonic 0: 3.0005
rim energy harmonic 2: -4.0005
rim energy harmonic 4: 2.0004
rim energy harmonic 6: -0.0000
rim energy harmonic 8: 0.0000
rim energy harmonic 10: -0.0000
from energy change, R/a=50, harmonic 0: 3.007
from energy change, R/a=50, harmonic 2: -4.008
from energy change, R/a=50, harmonic 4: 2.006
from energy change, R/a=50, harmonic 6: 0.000
sixth harmonic per unit cos2theta distortion: 8.00
EXAMPLE: (111) platinum membrane, rough inputs
C11, C12, C44: 347, 251, 76.5 GPa
Zener anisotropy ratio: 1.59
Young modulus along [100]: 136.3 GPa
Young modulus in (111) plane: 185.3 GPa
Poisson ratio in (111) plane: 0.451
remote stress: 80 MPa
hole radius: 50 um
film thickness: 2 um
outer radius: 500 um
surface energy: 2.3 J/m^2
temperature: 700 K
lattice parameter: 0.392 nm
atomic volume: 0.01506 nm^3
sigma^2/2E: 17.27 kPa
Omega*sigma^2/2E: 1.623 micro-eV
mean elastic part: 4.87 micro-eV
second harmonic: -6.49 micro-eV
fourth harmonic: 3.25 micro-eV
uniform capillary part: -4.32 micro-eV
elastic part at 0 deg: 1.62 micro-eV
elastic part at 30 deg: 0.00 micro-eV
elastic part at 90 deg: 14.61 micro-eV
range of mu / kT: 2.4e-04
NEGLECTED EFFECTS
finite plate, harmonics 0, 2, 4: 3.186, -4.205, 2.166
basis shift of these (order 16 to 22): 1.7e-14
assumed sixfold surface-energy anisotropy: 1 %
its sixth harmonic of mu: 1.51 micro-eV
ratio to second harmonic size: 0.23
hole radius where the two are equal: 11.7 um
assumed surface stress: 2.5 N/m
surface-stress size 2f/(sigma a): 1.3e-03
assumed film yield stress: 300 MPa
peak hoop stress: 240 MPa
peak hoop stress / yield stress: 0.80
thickness / hole radius: 0.040
round-rim capillary term 2*gamma*Omega/h: 216 micro-eV
\end{verbatim}
